Why nineteen-electron rhodocene dimerises through its ring carbons

**Q:** Our rhodocene, Rh(C₅H₅)₂, can be preserved as single molecules by keeping it very cold and its molecules apart. On warming we find a dimer with a carbon–carbon bond between two rings, and no rhodium–rhodium bond. An odd electron on a metal complex suggests to me that the metals should pair. Where do I go wrong?

**A:** In the step from "metal complex" to "the electron is free for a metal–metal bond". Start with the count. I treat every ligand as neutral, so rhodium brings 9 valence electrons and each cyclopentadienyl ring, Cp, brings 5:

9 + 5 + 5 = 19.

A Rh–Rh bond would let each metal count one electron of its neighbour:

19 + 1 = 20.

That step would complete a 17-electron complex, but it takes a 19-electron complex further from 18. Now let one carbon of a ring form a bond to a carbon of the other molecule. It already holds two ring neighbours and a hydrogen, so the new bond is its fourth, and it has no p orbital left for the metal. One of the ring's five π electrons has gone into the new bond. The other four carbons keep four electrons and form a diene:

9 + 5 + 4 = 18.

Each rhodium then has one η⁵-Cp and one η⁴-diene, where η gives the number of carbons bound to the metal. Counting alone does not tell you why 18 is preferred. For that we need the orbital that holds the nineteenth electron.

**Q:** Which orbital is it?

**A:** Take a one-electron model with ten carbon p orbitals and nine rhodium orbitals: one s, three p and five d. The carbon p level is the zero of energy, and the unit is |β|, the strength of the coupling between neighbouring carbons. The two rings are eclipsed, with the z axis through their centres.

An isolated five-membered ring has levels −2 cos(2πk/5), which are −2, −0.618 (twice) and +1.618 (twice). Consider the −0.618 orbitals, whose amplitude varies around the ring as cos φ or sin φ. Define each carbon p orbital as positive on the side facing the metal. If the two rings are combined with opposite signs, the result is odd under reflection in the plane midway between them. Among the metal orbitals, d_xz and d_yz have the same symmetry.

For the cosine combination, each carbon has the normalised amplitude ±cos φ/√5, because cos²φ summed over ten carbons is 5. The model couples a carbon to d_xz by −t√3 xz, where x and z are components of the unit vector from Rh to that carbon. If θ is the angle of this vector from the axis, then x = sin θ cos φ and z = ±cos θ. The two signs cancel in the sum:

V = −t√3 sin θ cos θ · (1/√5) Σ cos²φ
  = −t√3 sin θ cos θ · 5/√5
  = −t√15 sin θ cos θ.

The ring radius is 1.216 Å, the ring height 1.85 Å and the Rh–C distance 2.214 Å. Hence sin θ = 0.549 and cos θ = 0.836. With the chosen value t = 0.50,

V = −0.50 × 3.873 × 0.549 × 0.836 = −0.889.

I place the d level at −0.20. Two coupled levels a and b have energies that solve (a − e)(b − e) = V², so

e± = (a + b)/2 ± √[((a − b)/2)² + V²].

Here the mean is −0.409 and the half-difference 0.209, which gives

e± = −0.409 ± √(0.044 + 0.790) = −0.409 ± 0.913.

The results are −1.322 and +0.504. The sine combination and d_yz give the same two values, so each level is a degenerate pair. The lower pair binds the rings to the metal; the upper pair is antibonding between them.

Diagonalising the whole model, with metal s and p levels at 2.00 and 3.00, puts nine levels below the antibonding pair, the highest of them at 0.027. Eighteen electrons fill those nine. The nineteenth must enter the pair at 0.504.

**Q:** Is that electron on the metal or on the rings?

**A:** On both. The ring row of the two-level problem reads (a − e)c_ring + V c_metal = 0, where a = −0.618 is the ring level. For the upper solution,

(c_ring/c_metal)² = [V/(e − a)]² = (0.889/1.122)² = 0.63.

The ring share is therefore 0.63/(1 + 0.63) = 0.39.

I also looked at the real rhodocenium cation, which has 18 electrons. Its lowest empty pair is where an added electron goes, before the orbitals relax. The calculation used the local density approximation, a def2-SVP basis with a core potential on Rh, and 3-21G on C and H, at an idealised geometry. The empty levels lie together at −7.08 eV. Going from the smaller STO-3G ligand basis to 3-21G lowered them by 0.95 eV, and polarised carbon functions (def2-SVP on C, 6-31G on H) lowered them by a further 0.05 eV, so their position is only rough. Their Rh–ligand overlap population is −0.77. It becomes −0.72 with the polarised carbon functions. I use only its sign, which is negative in every ligand basis tried and means antibonding. The ligand share is 0.54, larger than in the model. It changed by only 0.02 between STO-3G and 3-21G ligand bases, and by less than 0.01 on adding the polarised carbon functions. This is a Löwdin share; a Mulliken partition gives 0.62 in the polarised basis, so the value depends on how the overlap is divided.

**Q:** Suppose one ring carbon leaves the π system. What happens to the antibonding electron?

**A:** It drops into a lower level. Call the two antibonding orbitals ψ₁ and ψ₂, with amplitudes c₁ and c₂ on the carbon that will react. Because they have the same energy, any mixture of them is also a solution. Choose

ψ = c₂ψ₁ − c₁ψ₂.

Its amplitude on that carbon is c₂c₁ − c₁c₂ = 0. Removing the carbon orbital takes nothing from the equations that ψ satisfies on the other atoms, so ψ survives at 0.504. The other partner carries all the amplitude on the reacting carbon, and it is the one that changes.

The order of the levels follows from a variational argument. The k-th level is the smallest value that the highest energy in a k-dimensional set of orbitals can take. Let a prime mark the system without the carbon orbital. Excluding that orbital leaves fewer sets to choose from, so e′ₖ cannot lie below eₖ. On the other hand, the lowest k + 1 original orbitals contain k independent mixtures with no amplitude on the carbon, and none of these mixtures lies above eₖ₊₁. Therefore

eₖ ≤ e′ₖ ≤ eₖ₊₁.

For k = 10, e₁₀ = e₁₁ forces e′₁₀ = 0.504. For k = 9, e′₉ lies between 0.027 and 0.504; diagonalisation gives 0.117. The remaining 18 electrons fill nine levels up to 0.117, and the antibonding level above them is empty.

The real cation also has a node of this kind, although the node alone does not identify the metal orbitals: a pair varying as cos 2φ and sin 2φ would have one too. On one chosen carbon the two partners have shares of 0.105 and 0.003 (0.104 and 0.006 with polarised carbon functions). The second partner is odd in the vertical mirror plane through that carbon, so the carbon's π orbital cannot contribute to it. Orbitals tangential to the ring still can, which is why the share need not vanish.

**Q:** Breaking into an aromatic ring must cost something. How much does the odd electron help?

**A:** Let E(N) be the energy of the sandwich with N electrons, and E′(N) the energy without the carbon orbital. Setting one carbon orbital aside with one electron in it costs

L(N) = E′(N − 1) − E(N),

since the carbon level is zero. Compare 18 and 19 electrons with the same parameters:

L(18) − L(19) = [E′(17) − E(18)] − [E′(18) − E(19)]
  = [E(19) − E(18)] − [E′(18) − E′(17)]
  = e₁₀ − e′₉.

The last line holds because the nineteenth electron of the full sandwich sits in level 10, while the eighteenth electron of the remainder sits in level 9. The numbers give

L(18) − L(19) = 0.504 − 0.117 = 0.387.

The separate costs are L(18) = 2.63 and L(19) = 2.24. The odd electron lowers the price of opening the ring by its own fall in energy. This also separates rhodocene from an 18-electron sandwich with the same parameters. With the carbon orbital fully set aside, that molecule would pay 0.39 more per ring, and each half of its dimer would be left with 17 electrons. The 0.39 belongs to this fully localised limit; for a C–C coupling of moderate strength the difference is smaller, as the next answer shows.

**Q:** Does the new C–C bond repay the cost?

**A:** This model cannot settle that. Let the two reacting carbon orbitals couple by −B. They form levels at −B and +B, and their two electrons occupy the lower one, with total energy −2B. When B is large, the two remainders are undisturbed, so

ΔE = 2E′(18) − 2B − 2E(19) = 2L(19) − 2B.

Diagonalising the complete dimer at B = 1000 agrees with this to within 0.006. At moderate B the electrons spread between the new bond and the remainders, and the energy falls below the formula. At B = 2.24 the formula gives about zero, while the complete dimer lies 1.96 |β| below two monomers. The advantage of the odd electron shrinks as well. At B = 2.24 the dimer of an 18-electron sandwich lies 1.64 |β| below its monomers, so the discount is (1.96 − 1.64)/2 = 0.16 |β| per ring instead of 0.39. At every B tried, from 0.5 to 1000, both complete dimers lie below their monomers, so the break-even value below is not a threshold of the full model. For a rough estimate I keep the localised picture and replace 2B by the bond energy. In that picture it must exceed

2L(19) = 2 × 2.24 = 4.48 |β|.

A rough thermochemical |β| of 0.7 to 1.0 eV turns this into 3.1 to 4.5 eV. A typical C–C single bond is worth roughly 3.6 eV, which lies inside that range. That the dimer forms is your observation; the model explains which change makes it easier and how the opened ring stays bound to the metal.

For this break-even energy, the choice of t and of the d level matters less than the choice of |β|. With the s and p levels fixed, I varied t from 0.4 to 0.6 and the d level from −0.4 to 0.0. L(19) stayed between 2.11 and 2.27. The discount is more sensitive: it ranged from 0.26 to 0.52, a factor of two.

**Q:** How do I know that all four remaining carbons hold on to rhodium? Perhaps just one double bond does.

**A:** Two quantities address this in the 18-electron half of the dimer. The first is a bond index for each carbon. Take the density-matrix element between the carbon orbital and each metal orbital, square it, and add the squares. Along the diene the indices are 0.48, 0.31, 0.31 and 0.48, so all four carbons take part.

The second is an energy. Switching off the metal coupling of two neighbouring carbons at one end leaves an η² ligand and costs 1.00 |β|. Switching off all four costs 2.00 |β|. With these parameters the second double bond is worth about as much as the first, and the model favours η⁴ over η².

The intact Cp ring also remains bound, though unevenly: its indices run from 0.14 to 0.28. The half-dimer has lost the fivefold symmetry that would make them equal. I would not read bond lengths from these values, because the model keeps the original atomic positions. In a real diene complex the carbon with four single bonds can fold away from the metal.

**Q:** Let me return to the Rh–Rh bond. Could the metals not share the two odd electrons and be content?

**A:** For a σ bond between upright sandwiches, the orbital symmetry is wrong. Place the second rhodium along x, to the side of the first sandwich, with both sandwich axes perpendicular to the Rh–Rh line. A σ bond needs a metal orbital pointing along x, and such an orbital is even under reflection in the plane between the rings. The antibonding pair is odd in that plane, so it cannot supply the σ orbital in this arrangement. If a sandwich tilts its axis towards the other metal, d_xz gains a σ component and this symmetry argument no longer holds.

The bond needs an even metal orbital instead. The s and p_x orbitals are even, but in the model they lie at 2.00 and 3.00, far above the d level. Setting one of them aside with one electron would leave the antibonding pair empty, but it costs 2.66 |β| for s or 2.70 |β| for p_x, more than the 2.24 |β| for a ring carbon. The even d orbitals lie low, but they are already in service. Take the d orbital with its main lobes along x, and set it aside with one electron. The other 18 electrons now find eight levels below the antibonding pair. These hold 16, and the last two must enter the pair. With each new bond treated as localised, the levels at 0.504 hold, per rhodium:

monomer: 1
C–C dimer: 0
Rh–Rh dimer, bonded through this d orbital: 2

In the C–C dimer one level at 0.504 is left on each half, and it is empty. The other partner has mixed with the remaining orbitals, filled ones included, so the zero counts electrons in that level, not every trace of the original pair. For a bond through this d orbital, the 2 in the last line is what the count of 20 means in orbitals. A bond through s or p_x would have the same count but would leave the pair empty, so the count alone does not fix where the electrons go.

**Q:** So the Rh–Rh dimer loses on energy?

**A:** The orbital cost alone does not show that. Setting this metal d orbital aside costs 0.79 |β|, far less than the 2.24 |β| for a ring carbon. In the same localised picture, the break-even Rh–Rh bond energy is 1.57 |β|, or about 1.1 to 1.6 eV with the same rough range of |β|. I have not calculated the strength of a Rh–Rh bond here, so I cannot rank the two dimers by energy.

Access is a separate obstacle. I placed two rigid sandwiches side by side with their metals 2.7 Å apart, a reasonable length for such a bond. I then turned each about its own axis in 6° steps and twisted one axis against the other in 15° steps. In the best arrangement found, the closest pair of atoms was still only 1.36 Å apart. (The output labels this "best possible"; it is the best only among these arrangements, with both sandwich axes perpendicular to the Rh–Rh line.) Two hydrogens that are not bonded to each other need roughly 2.4 Å. The rings would have to tilt or slip a long way before the metals could meet, and that could weaken their own bonds to rhodium, which I have not calculated. The ring carbons are on the outside of the molecule and carry part of the odd electron. Joining them is not free of crowding either: at a normal C–C bond length two rigid sandwiches would still press against each other, so the opened rings have to bend.

The odd orbitals could also overlap sideways, without forming a σ bond. I have not calculated that case, but at the same Rh–Rh distance it meets the same crowding.

**Q:** How far should I trust these numbers for the real compound?

**A:** Trust the symmetry and the level counting more than the energies. The geometry is idealised, and t and the metal levels are round choices. One comparison shows the limits. In the model, the gap between the highest filled and lowest empty levels of the cation is 0.504 − 0.027 = 0.477 |β|, less than 0.5 eV on the thermochemical scale. The density-functional orbital gap is 10.98 − 7.08 = 3.90 eV, and going from STO-3G to 3-21G ligands moved it by about 0.3 eV; polarised carbon functions moved it by a further 0.01 eV. An orbital gap is not a reaction energy, and the thermochemical |β| is not fitted to orbital gaps, but a difference this large suggests that the model makes the gap too small. That alone does not tell you whether the true discount for opening the ring is larger, because the discount is e₁₀ − e′₉ and both levels move. Starting from the present parameters, a stronger coupling t increases it, while a slightly higher d level raises the odd electron but leaves the discount almost unchanged. I have not calculated the energy of the real dimer.

Several effects are missing: distortion of the neutral molecule by its degenerate odd electron, folding of the diene, strain at the new bond, solvent, and the entropy lost when two molecules become one. The entropy term favours separate molecules as the temperature rises, while low temperature can preserve the monomer simply by slowing the reaction.

Nor is a count of 19 sufficient by itself. Cobaltocene has 19 electrons as well, yet it is ordinarily handled as a monomer. Whether a given sandwich dimerises depends on the balance between the energy released by its odd electron, the loss of ring delocalisation and the strength of the new C–C bond, together with the missing effects listed above. Of the two routes compared here, a C–C bond and a Rh–Rh bond through a d orbital, the C–C route is the one that leaves no electron in the antibonding level at 0.504, and the four carbons left in each opened ring give the metal its η⁴-diene.

Most of these values are in the numerical output below.

Calculated quantities

```
Ring C-C 1.43, C-H 1.09, Rh-ring plane 1.85 angstrom
Ring radius 1.216, Rh-C 2.214 angstrom
MODEL, energies in |beta|, carbon p level = 0
Coupling t 0.50; Rh d, s, p levels -0.20, 2.00, 3.00
Levels 1-11: -2.807 -2.328 -1.322 -1.322 -0.719 -0.719 -0.246 -0.246 0.027 0.504 0.504
Ring share of antibonding pair (model): 0.386
Carbon removed: levels 9 and 10: 0.117, 0.504
Carbon localisation cost L(19): 2.239 |beta|
Carbon localisation cost L(18): 2.627 |beta|
Discount L(18)-L(19) = product gap: 0.387 |beta|
Product Rh-C bond indices, diene: 0.481 0.307 0.307 0.481
Product Rh-C bond indices, Cp: 0.143 0.277 0.179 0.179 0.277
Cost of detaching two diene carbons: 0.996 |beta|
Cost of detaching all four: 2.004 |beta|
Rh sigma orbital localisation cost: 0.787 |beta|
Electrons in antibonding pair, per Rh: monomer, C-C, Rh-Rh: 1 0 2
Break-even bond energy, C-C link: 4.479 |beta|
  for rough |beta| 0.7 to 1.0 eV: 3.1 to 4.5 eV
Break-even bond energy, Rh-Rh link: 1.574 |beta|
Full dimer minus strong-bond formula: -0.0055 |beta|
Scan: t 0.4 to 0.6, d level -0.4 to 0.0 |beta|
  L(19) range: 2.113 to 2.271 |beta|
  discount range: 0.259 to 0.520 |beta|
ACCESS TO THE METAL
Assumed Rh-Rh 2.7; rough H...H contact 2.4 angstrom
Best possible closest contact: 1.36 angstrom
RHODOCENIUM CATION, LDA, 3-21G ligands
HOMO, LUMO, LUMO+1: -10.98, -7.08, -7.08 eV
Ligand share of LUMO pair: 0.544
Rh-ligand overlap population of LUMO: -0.774
Share on one carbon, two partners: 0.105, 0.0033
Mean Rh-C bond order: 0.348
Shifts from STO-3G to 3-21G ligands:
  ligand share +0.021, bond order -0.058
  LUMO -0.948 eV, HOMO-LUMO gap -0.269 eV
```
